\section*{Electronic heat conduction in Cu6Sn5 estimated from its electrical resistivity}

\section{The question}

A solder joint on copper contains a layer of the intermetallic compound Cu$_6$Sn$_5$. Its resistivity at $T=300$ K is taken as $\rho=17.5\ \mu\Omega\,$cm. How much heat can its electrons conduct, how does the answer scale with resistivity and temperature, and how far can the estimate be trusted when the layer carries heat from a chip?

\section{Two currents carried by the same electrons}

Treat the layer as an isotropic polycrystal with a temperature gradient $T'=dT/dz$. Let $e>0$, let $f$ be the Fermi function with chemical potential $\mu$, and let
\begin{equation}
F=-e\mathcal E-\frac{d\mu}{dz}
\end{equation}
be the total driving force on an electron, where $\mathcal E$ is the electric field. Suppose first that scattering is elastic and restores equilibrium with a time $\tau(E)$. To first order in the gradients, the steady Boltzmann equation gives
\begin{equation}
\delta f=-\tau v_z\left(T'\frac{\partial f}{\partial T}+F\frac{\partial f}{\partial E}\right).
\end{equation}
The field enters through $\partial f/\partial k_z=\hbar v_z\,\partial f/\partial E$, and the gradient of $\mu$ through $\partial f/\partial\mu=-\partial f/\partial E$. Since $f$ depends on $(E-\mu)/k_BT$, we also have $\partial f/\partial T=-[(E-\mu)/T]\,\partial f/\partial E$, so that
\begin{equation}
\delta f=\tau v_z\left(-\frac{\partial f}{\partial E}\right)
\left[F-(E-\mu)\frac{T'}{T}\right].
\label{eq:df}
\end{equation}

Each electron carries $v_z$ to the particle current $J_N$ and $(E-\mu)v_z$ to the heat current $J_Q$. Let $N(E)$ be the density of states per volume, both spins included. Isotropy replaces $v_z^2$ by $v^2/3$. With
\begin{equation}
\sigma(E)=\frac{e^2N v^2\tau}{3},\qquad
K_n=\int\sigma(E)(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right)dE,
\end{equation}
the currents are
\begin{align}
J_N&=\frac{1}{e^2}\left(K_0F-K_1\frac{T'}{T}\right),&
J_Q&=\frac{1}{e^2}\left(K_1F-K_2\frac{T'}{T}\right).
\end{align}
In a uniform sample at one temperature $F=-e\mathcal E$, and the electric current is $-eJ_N=K_0\mathcal E$. Hence the conductivity is $\sigma=1/\rho=K_0$.

Thermal conductivity is defined here at zero electric current. Setting $J_N=0$ gives $F=K_1T'/(K_0T)$. Inserting this into $J_Q=-\kappa_eT'$ yields
\begin{equation}
\kappa_e=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right).
\label{eq:kappa}
\end{equation}

\section{The size of the electronic part}

Put $\xi=(E-\mu)/k_BT$ and $w(\xi)=-\partial f/\partial\xi$. The window $w$ is even, has unit area and is a few units wide. If $\sigma(E)$ hardly changes across it, then $K_0=\sigma(\mu)$, $K_1=0$ and $K_2=\sigma(\mu)(k_BT)^2M_2$ at leading order, where $M_2=\int\xi^2w\,d\xi$. For $\xi>0$ the expansion $w=\sum_{j\ge1}(-1)^{j+1}j\,e^{-j\xi}$ gives
\begin{equation}
M_2=2\sum_{j=1}^{\infty}(-1)^{j+1}j\,\frac{2}{j^3}
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
The alternating sum is half of $\sum1/j^2=\pi^2/6$, because subtracting the even terms twice removes half of the full sum. Equation (\ref{eq:kappa}) becomes the Wiedemann--Franz law with the Sommerfeld Lorenz number,
\begin{equation}
\kappa_e=\frac{L_0T}{\rho},\qquad
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2.
\label{eq:wf}
\end{equation}
Carrier density and scattering time have cancelled because they enter both currents in the same way.

With $k_B/e=86.173\ \mu$V/K, $L_0=2.4430\times10^{-8}\ \mathrm{W\,\Omega/K^2}$. Therefore
\begin{equation}
\kappa_e=\frac{(2.4430\times10^{-8})(300)}{17.5\times10^{-8}}
\ \mathrm{\frac{W}{m\,K}}
=41.88\ \mathrm{\frac{W}{m\,K}},
\end{equation}
or about 42 W/(m K). A separate numerical evaluation for free electrons used (2) with finite differences of the Fermi function, found the force that stops the particle current, and integrated the heat current. It also gave 41.88 W/(m K).

At fixed temperature the estimate varies as $1/\rho$: a resistivity 10\% higher lowers it by about 9\%. Its variation with temperature depends on what happens to $\rho$, as shown below.

\section{Is the electron gas degenerate enough?}

To size the variation of $\sigma(E)$, let $\sigma(E)=\sigma(\mu)(E/\mu)^p$ and $t=k_BT/\mu$. Expanding $(1+t\xi)^p$ requires also the fourth moment. The same series gives
\begin{equation}
M_4=2\,(4!)\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^4}
=48\,\frac{7\pi^4}{720}=\frac{7\pi^4}{15}.
\end{equation}
With $a=p(p-1)/2$, the integrals through the needed order are
\begin{align}
\frac{K_0}{\sigma(\mu)}&=1+aM_2t^2,&
\frac{K_1}{\sigma(\mu)k_BT}&=pM_2t,\nonumber\\
\frac{K_2}{\sigma(\mu)(k_BT)^2}&=M_2+aM_4t^2.&&
\end{align}
Define $L=\kappa_e\rho/T$. Dividing (\ref{eq:kappa}) by $K_0T$ and then by $L_0$ gives
\begin{align}
\frac{L}{L_0}
&=1+t^2\left[a\left(\frac{M_4}{M_2}-M_2\right)-p^2M_2\right]\nonumber\\
&=1+\pi^2t^2\left[\frac{8p(p-1)}{15}-\frac{p^2}{3}\right],
\end{align}
because $M_4/M_2-M_2=7\pi^2/5-\pi^2/3=16\pi^2/15$. The last term in the bracket comes from the condition of zero current.

For a rough scale, use a density of 8.3 g/cm$^3$ and count one valence electron per Cu and four per Sn. The mean is $(6+20)/11=2.36$ electrons per atom. The electron density is then $13.3\times10^{22}$ cm$^{-3}$ and the free-electron Fermi energy 9.5 eV, so $t=0.00272$. A constant $\tau$ gives $\sigma\propto E^{1/2}E$, or $p=3/2$, and the relative shift is $-0.35\pi^2t^2=-2.5\times10^{-5}$. Within this smooth-band model it is negligible. A real band with sharp structure within a few $k_BT$ of $\mu$ would need its own $\sigma(E)$.

The Drude relation $\rho=m/(n_ee^2\tau)$, with $n_e$ the electron density, gives $\tau=1.52$ fs and a mean free path $\ell_e=2.8$ nm. Since $k_F\ell_e=44$, where $k_F$ is the Fermi wave number, an electron travels $44/2\pi\approx7$ wavelengths between collisions in this model. This supports the use of the Boltzmann equation for elastic scattering. For phonon scattering the support is weaker: the level width $\hbar/\tau\approx0.43$ eV is much larger than $k_BT=0.026$ eV, so the phonon results below are rough model estimates.

\section{Why phonons can lower the Lorenz number}

An electric current decays when electrons change direction. A heat current can also decay without much turning, when hot electrons lose energy and cold ones gain it. A single $\tau$ for both currents misses this second path.

Write the deviation from equilibrium as $\delta f_{\mathbf k}=f_{\mathbf k}(1-f_{\mathbf k})\Phi_{\mathbf k}$. Let $\Gamma_{\mathbf k\mathbf k'}$ be the equilibrium rate from $\mathbf k$ to $\mathbf k'$, occupations included. Detailed balance makes it symmetric. Since $\delta\ln[f/(1-f)]=\Phi$, the net linearized rate is $\Gamma_{\mathbf k\mathbf k'}(\Phi_{\mathbf k}-\Phi_{\mathbf k'})$, with phonons held in equilibrium. Balancing collisions against the drive in (\ref{eq:df}) gives
\begin{equation}
v_zf(1-f)\left[\frac{F}{k_BT}-\xi\frac{T'}{T}\right]
=\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}
(\Phi_{\mathbf k}-\Phi_{\mathbf k'}).
\label{eq:balance}
\end{equation}

As an approximation, take $\Phi=A\,u$, with $u=\hat k_z$ for charge and $u=\xi\hat k_z$ for heat. Multiply (\ref{eq:balance}) by $u$ and sum over the states, taking all such sums per unit volume. Symmetry of $\Gamma$ turns the right side into $AP_u$, where
\begin{equation}
P_u=\frac12\sum_{\mathbf k\mathbf k'}\Gamma_{\mathbf k\mathbf k'}
(u_{\mathbf k}-u_{\mathbf k'})^2 .
\end{equation}
Let $B_n=\sum_{\mathbf k}\hat k_z^2\xi^nf(1-f)$ per unit volume, and take the speed as $v_F$. The amplitudes are $A=v_FB_0F/(k_BTP_1)$ for charge and $A=-v_FB_2T'/(TP_\xi)$ for heat. Inserting them into the currents gives
\begin{equation}
\sigma=\frac{e^2v_F^2B_0^2}{k_BTP_1},\qquad
\kappa_e=\frac{k_Bv_F^2B_2^2}{P_\xi}.
\label{eq:response}
\end{equation}
The two shapes have opposite parity in $\xi$, so the zero-current correction vanishes at leading order. As $B_2/B_0=\pi^2/3$,
\begin{equation}
\frac{L}{L_0}=\frac{\pi^2}{3}\frac{P_1}{P_\xi}.
\label{eq:ratio}
\end{equation}

Consider absorption of a phonon of energy $xk_BT$, so $\xi'=\xi+x$, and scattering through an angle $\theta$. Emission is the reverse event and has the same weight. After averaging over orientations, and dropping a common factor $1/3$, the contributions are
\begin{align}
\text{charge:}\quad&\tfrac12|\hat{\mathbf k}-\hat{\mathbf k}'|^2
=1-\cos\theta,\\
\text{heat:}\quad&\tfrac12|\xi\hat{\mathbf k}-\xi'\hat{\mathbf k}'|^2
=\tfrac12x^2+\xi\xi'(1-\cos\theta).
\label{eq:heatloss}
\end{align}
The term $x^2/2$ is the extra loss by energy exchange. For elastic scattering $x=0$, $\langle\xi^2\rangle=\pi^2/3$, and (\ref{eq:ratio}) returns $L=L_0$.

The electron energies must now be averaged with weight
\begin{equation}
f(\xi)[1-f(\xi+x)]=\frac{f(\xi)-f(\xi+x)}{1-e^{-x}}.
\end{equation}
The numerator equals $\int_0^xw(\xi+s)\,ds$, so its integral over $\xi$ is $x$. It also shows that $\xi=\eta-s$, with $\eta$ distributed as $w$ and $s$ independently uniform between 0 and $x$. Hence
\begin{align}
\langle\xi\xi'\rangle
&=\langle(\eta-s)(\eta-s+x)\rangle
=\langle\eta^2\rangle+\langle s^2\rangle-x\langle s\rangle\nonumber\\
&=\frac{\pi^2}{3}+\frac{x^2}{3}-\frac{x^2}{2}
=\frac{\pi^2}{3}-\frac{x^2}{6}.
\end{align}

\section{The correction for Debye phonons}

Take phonons with frequency $cq$, up to the Debye wave number $q_D$, a squared coupling proportional to $q$, and no umklapp scattering. On the Fermi sphere $1-\cos\theta=q^2/(2k_F^2)$, so the angular measure $\sin\theta\,d\theta$ equals $q\,dq/k_F^2$. Coupling and angle together give $q^2dq$, or $x^2dx$. The phonon occupation and the electron integral contribute $1/(e^x-1)$ and $x/(1-e^{-x})$. Their product with $x^2$ is $x^3/[4\sinh^2(x/2)]$.

With the Debye temperature $\Theta=\hbar cq_D/k_B$, define
\begin{equation}
g=\frac{\hbar ck_F}{k_BT}=\frac{k_F}{q_D}\frac{\Theta}{T},\qquad
J_n=\int_0^{\Theta/T}\frac{x^n\,dx}{4\sinh^2(x/2)}.
\end{equation}
Then $1-\cos\theta=x^2/(2g^2)$, and up to one common factor
\begin{equation}
P_1=\frac{J_5}{2g^2},\qquad
P_\xi=\frac{J_5}{2}+\frac{1}{2g^2}
\left(\frac{\pi^2}{3}J_5-\frac{J_7}{6}\right).
\end{equation}
Equation (\ref{eq:ratio}) gives
\begin{equation}
\frac{L_0}{L}=1+\frac{3g^2}{\pi^2}-\frac{J_7}{2\pi^2J_5}.
\label{eq:inelastic}
\end{equation}

For $T\gg\Theta$, $4\sinh^2(x/2)\simeq x^2$ and $J_7/J_5\simeq\frac23(\Theta/T)^2$. The correction to $L_0/L$ then falls as $(\Theta/T)^2$: each phonon moves an electron by little of the thermal window. For $T\ll\Theta$, $J_7/J_5$ tends to a constant while $g^2$ grows, so the one-function formula gives $L/L_0\simeq\pi^2/(3g^2)\propto T^2$ if phonons are the sole scatterers. The full solution keeps this power of $T$, but its value is about 1.5 times larger. Small-angle collisions then relax heat far more effectively than charge.

Rough bulk and shear moduli of 85 and 45 GPa give a mean sound speed of about 2600 m/s and a Debye temperature $\Theta$ near 300 K (296 K in the calculation). Here $3/c^3=1/c_l^3+2/c_t^3$, where the longitudinal and transverse speeds follow from the moduli and density. For mean valence $Z$, $k_F/q_D=(Z/2)^{1/3}=1.057$, hence $g=1.04$ at 300 K. The term $3g^2/\pi^2$ is 0.33. Equation (\ref{eq:inelastic}) gives $L/L_0=0.770$.

The trial shapes can be improved by adding higher powers of $\xi$ of the same parity. Four functions for each current also give 0.770; the change from three to four is $-6.6\times10^{-5}$. For these inputs the one-function approximation thus changes the ratio by only about 0.1\%.

If all resistivity comes from these phonons, $\kappa_e$ falls from 42 to 32 W/(m K). Suppose instead that a share $h$ of the same total resistivity is elastic. At the one-function level the losses add, giving
\begin{equation}
\frac{L_0}{L}=1+(1-h)\left(\frac{L_0}{L_{\rm ph}}-1\right),
\end{equation}
where $L_{\rm ph}$ is the phonon-only value. For $h=1/2$ the ratio $L/L_0$ is 0.87 and $\kappa_e$ is 36 W/(m K).

The choice of sound speed matters. The mean speed is set mostly by transverse waves, whereas on a free-electron sphere without umklapp a coupling to compression acts only through longitudinal waves. Their speed, about 4180 m/s, with the same $q_D$ gives $L/L_0=0.56$ and $\kappa_e\approx23.5$ W/(m K) if they cause all the resistivity, or $L/L_0=0.72$ if they cause half.

The all-phonon case is also extreme. With the free-electron $\tau$ it needs a dimensionless coupling $\hbar/(2\pi k_BT\tau)\approx2.7$, which is very strong. The model's own phonons fall far short of it: without umklapp they turn an electron by at most $56^\circ$, and longitudinal waves with the free-electron compression coupling $2E_F/3\approx6.3$ eV give a coupling of only about 0.02, roughly 1\% of the resistivity. In a free-electron picture, a large phonon resistivity would therefore have to come mainly from processes the model leaves out, such as large-angle umklapp events. Part of the resistivity may instead be elastic, or the free-electron values may misjudge the real bands; the model cannot decide between these.

These values are not bounds. Umklapp events can increase the turning angle for a given energy exchange, which brings $L$ closer to $L_0$ by (\ref{eq:heatloss}). The shift can be large. As a crude illustration, let the momentum transfer run up to $2k_F$, hold the phonon frequency at its Debye value beyond $q_D$, and take the squared coupling proportional to the square of the transfer divided by the frequency. The one-function ratio then rises from 0.77 to 0.94 with the mean speed and from 0.56 to 0.86 with the longitudinal one. Optical phonons can exchange more energy for a given angle, which acts the other way. The net effect depends on the angles: a 26 meV phonon that scatters electrons equally in all directions gives $L/L_0=0.91$ at 300 K.

\section{Heat carried by the lattice}

The total conductivity also contains a phonon part. A phonon that last scattered a distance $\ell$ away, at angle $\alpha$ to the gradient, brings an energy excess proportional to $-\ell\cos\alpha\,T'$. Its velocity along the gradient is $c\cos\alpha$. Since $\langle\cos^2\alpha\rangle=1/3$,
\begin{equation}
\kappa_{\rm ph}=\frac{C c\ell}{3},\qquad C=3n_ak_B,
\end{equation}
where $C$ is the classical heat capacity per volume and $n_a=5.64\times10^{22}$ cm$^{-3}$ the atom density. A path equal to the atomic spacing, 0.26 nm, gives 0.5 W/(m K); an assumed path of 2.0 nm gives 4.0 W/(m K). Using one mean sound speed for every mode overstates the contribution of slower modes and understates that of faster longitudinal ones, and the classical heat capacity is about 5\% too high at 300 K for this Debye temperature.

Combining phonon-limited electrons with the short lattice path gives a total of 33 W/(m K). Elastic electron scattering with the long path gives 46 W/(m K). These are two model cases, not limits on a measurement.

\section{Scaling with the temperature of use}

The law needs the resistivity at the temperature of use. If $\rho$ is purely elastic and fixed, (\ref{eq:wf}) gives $\kappa_e\propto T$. At 400 K it gives 55.8 W/(m K).

For phonon resistivity, (\ref{eq:response}) with $B_0\propto T$ gives $\rho\propto P_1/T$. In $P_1$, the measure $q^2dq$ supplies $T^3$, the electron energy integral $T$, and $1-\cos\theta$ another $T^2$. Thus
\begin{equation}
\rho_{\rm ph}\propto T^5J_5(\Theta/T).
\end{equation}
When $T\gg\Theta$, $J_5\simeq(\Theta/T)^4/4$, so $\rho_{\rm ph}\propto T$ and the Wiedemann--Franz estimate becomes flat. From 300 to 400 K the full expression raises $\rho$ by a factor 1.365, slightly more than $4/3$. The estimate is then $55.8/1.365=40.9$ W/(m K). Both 400 K values use $L_0$; the inelastic reduction would still apply to the second, though it weakens on heating. With the mean sound speed and all resistivity from phonons, the reduced value rises from 32 W/(m K) at 300 K to 35 W/(m K) at 400 K, although the unreduced estimate falls slightly. Carrying the 300 K resistivity unchanged to 400 K therefore raises the estimate by a third, which is justified if the resistivity really is constant.

\section{What this means in a solder joint}

Let a flat layer of thickness $d=5.0\ \mu$m carry a uniform heat flux $Q=100$ W/cm$^2$. With the 42 W/(m K) estimate,
\begin{align}
\frac{d}{\kappa_e}&=\frac{5.0\times10^{-6}}{41.88}
\ \mathrm{\frac{m^2K}{W}}
=0.119\ \mathrm{\frac{mm^2K}{W}},\\
\Delta T&=\frac{Qd}{\kappa_e}
=(10^6)(1.19\times10^{-7})\ \mathrm K=0.12\ \mathrm K.
\end{align}
At fixed flux the drop grows linearly with thickness and, at fixed temperature and Lorenz number, linearly with resistivity. The total conductivities of 33 and 46 W/(m K) change it to about 0.15 and 0.11 K. The all-phonon case with the longitudinal speed and the short lattice path has a total of 24 W/(m K) and a drop of 0.21 K.

The thickness, heat flux, density and elastic moduli used here are assumed values, not measurements on a particular joint. The real layer departs from the model through crystal orientation, uneven thickness, voids and thermal resistance at its interfaces. The elastic-scattering assumption is also doubtful near the Debye temperature; in the phonon model without umklapp its failure lowers the electronic part by 23\% with the mean sound speed and by 44\% with the longitudinal one. If joints cover only a fraction of the chip area and carry all its heat, their local flux exceeds the chip average by the inverse of that fraction, and the drop rises in proportion.

The answer to the question is therefore about 42 W/(m K) for the electrons at 300 K under elastic scattering, with a reduction of 13 to 23\% from energy exchange in the two phonon cases that use the mean sound speed, and up to 44\% with the longitudinal speed. These reductions assume small-angle scattering without umklapp, which in the free-electron model cannot supply the given resistivity; with large-angle scattering the reduction from acoustic phonons is smaller. For the phonon paths assumed here, the lattice adds 0.5 to 4 W/(m K). The numerical output lists the values for the main estimate and for the phonon cases with the mean sound speed.

\section*{Numbers as computed}
\begin{verbatim}
Resistivity: 17.5 microohm cm
Temperature: 300 K
Boltzmann constant / charge: 86.173 uV/K
Sommerfeld Lorenz number: 2.4430 e-8 W ohm/K^2
Electronic conductivity L0 T/rho: 41.88 W/(m K)
Same from kinetic calculation: 41.88 W/(m K)
Layer thickness: 5.0 um
Heat flux: 100 W/cm2
Layer resistance x area: 0.119 mm2 K/W
Temperature drop: 0.119 K
Density (rough input): 8.3 g/cm3
Bulk modulus (rough input): 85 GPa
Shear modulus (rough input): 45 GPa
Mean valence: 2.36 electrons/atom
Atom density: 5.64 e22 cm^-3
Electron density: 13.3 e22 cm^-3
Free-electron Fermi energy: 9.5 eV
Thermal energy / Fermi energy: 0.00272
Scattering time: 1.52 fs
Electron mean free path: 2.8 nm
kF x mean free path: 44
Mean sound speed: 2593 m/s
Debye temperature: 296 K
kF/qD: 1.057
g at 300 K: 1.043
Degeneracy shift of L/L0: -2.5e-05
L/L0, phonons, one-function formula: 0.7703
L/L0, phonons, four functions: 0.7697
Shift from three to four functions: -6.6e-05
Shift from 400 to 600 mesh points: 0.0e+00
L/L0, half elastic: 0.8701
Electronic, all phonon: 32.2 W/(m K)
Electronic, half elastic: 36.4 W/(m K)
Short phonon path (atom spacing): 0.26 nm
Long phonon path (assumed): 2.0 nm
Lattice part, short path: 0.5 W/(m K)
Lattice part, long path: 4.0 W/(m K)
Total, low model case: 32.8 W/(m K)
Total, high model case: 45.9 W/(m K)
Temperature of use: 400 K
Phonon resistivity growth from 300 K: 1.365
L0 T/rho at use, fixed rho: 55.8 W/(m K)
L0 T/rho at use, phonon rho: 40.9 W/(m K)
\end{verbatim}
